# Off-diagonal electron-phonon couplings from finite displacements, part 2

We seek the vertex $g$ from $|nk\rangle$ to $|m,k+q\rangle$ using displaced-supercell Kohn-Sham runs, in Hartree atomic units with fixed occupations. In cell $l$ of $N$, at $R_l=la$, atom $\kappa$ moves by $\mathrm{Re}[\lambda\,\xi_\kappa e^{iqR_l}]$; runs use real $\lambda=u$. $G$ is a primitive-cell reciprocal vector and $K=q+G$.

Eigenstates $|m\rangle,|n\rangle$ of $H(0)$ have energies $\varepsilon^0$; those of $H(u)$ are $|j(u)\rangle$, with energies $\varepsilon_j$. With $S_{mj}=\langle m|j(u)\rangle$ and all $j$ included,
$$M_{mn}(u)\equiv\sum_jS_{mj}\,\varepsilon_j\,S^*_{nj}=\langle m|H(u)|n\rangle$$
$$g_{mn}(u)=F\,\frac{M_{mn}(u)-M_{mn}(-u)}{2u}\;\to\;g_{mn}.$$
For $2q\neq G$, $F=2$ and the $(k+q,k)$ block of $h\equiv H'(0)$ is $g/2$; for $2q=G$ (including $q=0$), $F=1$ and it is $g$. The forward difference is $F[M(u)-M(0)]/u$; Richardson extrapolation is $[4g(u)-g(2u)]/3$.

Translation $T\psi(x)=\psi(x+a)$ gives $TH(\lambda)T^\dagger=H(\lambda e^{iqa})$, with $H=\sum_{p,r}\lambda^p\lambda^{*r}H_{pr}$.

Linear response (LR) uses $\mathcal K=\delta V_{\rm Hxc}/\delta n$, $\delta n=\chi_0\,\delta V$ and
$$dv=(1-\mathcal K\chi_0)^{-1}dv_{\rm ext}.$$
Here $dv$ gives the screened $g$, $dv_{\rm ext}$ the bare one.

Two levels separated by $\Delta=\varepsilon_2-\varepsilon_1$ and coupled by $uw$ mix by $\theta\approx u|w|/\Delta$, with overlap $\cos\theta$. Dropping the upper state changes $M_{11}$ by $-u^2|w|^2\varepsilon_2/\Delta^2$, or by $-u^2|w|^2/\Delta$ with weights measured from $\varepsilon_1$. At $\Delta=0$ the weights are $1/2$ and the splitting is $2|uw|$.

The example is a chain with two atoms and two electrons per cell, Slater exchange and no electrostatic $K=0$ term; its parameters head the output below. Wavevectors are in units of $2\pi/a$. Patterns are $\xi=(0.6,0.8i)$ for $q=1/6,1/3$ and $\xi=(0.6,-0.8)$ for $q=0,1/2$; the translation check uses $q=0$, $\xi=(1,1)$. The main element joins band 1 at $k=0$ to band 2 at $k+q$, $q=1/6$. Maximum errors are against LR, over bands 1 and 2 and all $k$. At $u=0.01$ bohr they are $6.14\times10^{-6}$ ($q=1/6$) and $8.18\times10^{-6}$ Ha/bohr ($q=1/3$); the former defines the step error $Cu^2$, $C=0.0614$ Ha/bohr$^3$.

## A finite window of bands

Suppose only the displaced states of a window $W$ are kept, where $W$ contains $m$ and $n$ and ends in a gap that the displacement does not close. For $j\notin W$, first-order perturbation theory gives $S_{mj}=u\,a_{mj}+O(u^2)$ with $a_{mj}=h_{mj}/(\varepsilon^0_j-\varepsilon^0_m)$. Degeneracies among the outer states do not matter at this order, since a sum over a multiplet is invariant under mixing. The raw truncated sum misses
$$M^{\rm raw}_{mn}-M_{mn}=-u^2\sum_{j\notin W}\frac{h_{mj}\,\varepsilon^0_j\,h_{jn}}{(\varepsilon^0_j-\varepsilon^0_m)(\varepsilon^0_j-\varepsilon^0_n)}+O(u^3).$$
The $u^2$ term cancels in the central difference, and the $u^3$ term adds an $O(u^2)$ error to $g$. By completeness the window overlap is
$$O_{mn}=\sum_{j\in W}S_{mj}S^*_{nj}=\delta_{mn}-u^2Y_{mn}+O(u^3),\qquad Y_{mn}=\sum_{j\notin W}a_{mj}a^*_{nj},$$
and a shift $\varepsilon_j\to\varepsilon_j+c$ changes $M^{\rm raw}$ by $cO$. The odd part of $O$ starts at $u^3$, so a constant $c$ changes $g$ by a term proportional to $cu^2$. In the chain, with three bands (18 states, and a gap of $0.98519-0.95184=0.033$ Ha above them), $c=10$ Ha changes $g$ at $q=1/6$ by at most $7.44\times10^{-5}$ and $1.86\times10^{-5}$ Ha/bohr at $u=0.02$ and $0.01$ bohr, three times the step error; the quadratic scaling is tested.

One cure measures the weights from $\bar\varepsilon_{mn}=(\varepsilon^0_m+\varepsilon^0_n)/2$:
$$M^{\rm sym}_{mn}=\sum_{j\in W}S_{mj}(\varepsilon_j-\bar\varepsilon_{mn})S^*_{nj}+\varepsilon^0_n\delta_{mn}=M^{\rm raw}_{mn}-\bar\varepsilon_{mn}O_{mn}+\varepsilon^0_n\delta_{mn}.$$
A constant added to both sets of energies drops out of the sum. For a complete set $O=1$ and $M^{\rm sym}=M$, so the deviation is minus the same sum over $j\notin W$. Writing $\varepsilon^0_j-\bar\varepsilon_{mn}=\tfrac12[(\varepsilon^0_j-\varepsilon^0_m)+(\varepsilon^0_j-\varepsilon^0_n)]$ cancels one denominator in each half:
$$M^{\rm sym}_{mn}-M_{mn}=-\frac{u^2}{2}\sum_{j\notin W}h_{mj}h_{jn}\left[\frac1{\varepsilon^0_j-\varepsilon^0_m}+\frac1{\varepsilon^0_j-\varepsilon^0_n}\right]+O(u^3).$$
For $m=n$ and one outer state these two formulas reduce to the two-level results $-u^2|w|^2\varepsilon_2/\Delta^2$ and $-u^2|w|^2/\Delta$.

The other cure is Löwdin orthonormalisation. Restrict $S$ to the square matrix between reference and displaced window states, with singular value decomposition $S=L\Sigma R^\dagger$. Then $O=SS^\dagger=L\Sigma^2L^\dagger$ and $U=LR^\dagger=O^{-1/2}S$ is unitary. Define $M^{\rm L}=U\varepsilon U^\dagger=O^{-1/2}M^{\rm raw}O^{-1/2}$. With $O^{-1/2}=1+\tfrac12u^2Y$ and $M^{\rm raw}=\varepsilon^0+O(u)$,
$$M^{\rm L}_{mn}=M^{\rm raw}_{mn}+\tfrac12u^2(Y\varepsilon^0+\varepsilon^0Y)_{mn}+O(u^3)=M^{\rm raw}_{mn}+u^2\bar\varepsilon_{mn}Y_{mn}+O(u^3).$$
Inserting $O=1-u^2Y$ into $M^{\rm sym}$ gives the same expression, so the two forms agree through second order. Since $UU^\dagger=1$, any shift $c$ adds exactly $c\,\delta_{mn}$ to $M^{\rm L}$.

The program tests all three $u^2$ terms at $q=1/3$ against sums built from the linear-response $h$. The largest elements are $0.026011$ Ha/bohr$^2$ for the raw form and $0.041830$ for the other two, by both routes. The raw term is the smaller, but that ranking has no general meaning, because a shift $c$ adds $-cY$ to it. The central errors at $q=1/6$, $u=0.01$ bohr are $6.14$, $6.21$, $6.18$ and $6.02\times10^{-6}$ Ha/bohr for the complete, raw, symmetric and Löwdin forms. Truncation moves the maximum error here by 2 per cent or less, in either direction. These are maxima of the total error and understate the truncation term, which is not printed: the largest difference between window and complete sum is $2.5\times10^{-6}$ Ha/bohr for the raw form and $3.8\times10^{-6}$ for the symmetric form, about 40 and 60 per cent of the step error. The gap at the top of the window is essential. If the window ends between two degenerate states coupled by $q$, the state left out is one combination at $+u$ and the other at $-u$, the missing term contains $u|u|$, and the error of $g$ becomes first order. With 14 states at $q=1/3$ the raw form deviates from the complete sum by $4.3\times10^{-4}$ and $2.2\times10^{-4}$ Ha/bohr at $u=0.02$ and $0.01$ bohr, against $9\times10^{-7}$ at $0.01$ bohr for 18 states (values not printed). Conduction bands of real solids often offer no such gap, and the window then has to be converged in size.

## Incomplete self-consistency

Let $v$ be the input Hartree-exchange potential, $v^*$ the fixed point, and $r=V_{\rm Hxc}[n(v)]-v$ the residual. To first order in $v-v^*$, $r=(\mathcal K\chi_0-1)(v-v^*)$, so $v-v^*=-J^{-1}r$ with $J=1-\mathcal K\chi_0$ in the supercell. If the cycle stops at $\max|r|<\eta$, then $\max|v-v^*|\le\|J^{-1}\|_\infty\eta$, the norm being the largest absolute row sum. The Cauchy-Schwarz inequality gives $|\langle m|\delta v|n\rangle|\le\max|\delta v|\int|\psi_m||\psi_n|\le\max|\delta v|$. The errors at $+u$ and $-u$ can add, so
$$|\delta g|\le F\,\frac{2\|J^{-1}\|_\infty\eta}{2u}=\frac Bu ,$$
to first order in $\eta$ and with $J$ taken at $u=0$. The total error is bounded by $Cu^2+B/u$, whose minimum, from $2Cu=B/u^2$, lies at $u^*=(B/2C)^{1/3}$.

For $\eta=10^{-5}$ Ha, $B=5.50\times10^{-5}$ Ha and $u^*=(5.50\times10^{-5}/0.1228)^{1/3}=0.0765$ bohr. With linear mixing stopped at this $\eta$, the maximum errors against linear response are $6.26\times10^{-4}$, $6.94\times10^{-4}$, $4.10\times10^{-3}$ and $5.06\times10^{-2}$ Ha/bohr at $u=0.1,\,0.01,\,10^{-3},\,10^{-4}$ bohr. The first exceeds $B/u=5.50\times10^{-4}$ because it contains the step error $Cu^2=6.14\times10^{-4}$; the test compares loose with tight runs at equal $u$, and there the bound holds. For the three smaller steps, error times $u$ is $6.9$, $4.1$ and $5.1\times10^{-6}$ Ha, roughly a tenth of $B$. So $u^*$ minimises the bound, not the actual error. If the loose-convergence error stayed near $B/10u$ at intermediate steps, the optimum would move down to $u^*\,10^{-1/3}\approx0.036$ bohr; no step between $0.01$ and $0.1$ bohr was run to confirm this.

The growth as $1/u$ ends in a qualitative failure. A run started from the reference potential has first residual $u\,\mathcal K\chi_0\,\partial_uV_{\rm ext}$. If this is below $\eta$ the cycle stops at once, $H(u)=H(0)+\Delta V_{\rm ext}$, and the result is the bare vertex. At $u=10^{-6}$ bohr the program takes zero iterations, reproduces the bare $g$ (tested), and differs from the screened one by up to $0.712$ Ha/bohr.

## Alignment of the energy zero

Eigenvalues of a periodic system are defined up to a constant, and that constant may differ between runs: $\varepsilon_j\to\varepsilon_j+c(u)$, $c(0)=0$. For the complete sum and the Löwdin form, $M\to M+c(u)\,1$ exactly. Alignment is therefore no source of first-order error in off-diagonal elements. For the raw window the change is $c(u)O(u)$, whose odd off-diagonal part begins with $-c'u^3Y$ and $\tfrac12c''u^2$ times the cubic term of $O$ (fifth order), so $g$ changes at $O(u^2)$.

Whether $c'$ exists follows from the translation argument. A reference level that is smooth in $\lambda$ and unchanged by translating the crystal obeys $c(\lambda e^{iqa})=c(\lambda)$, so its coefficient $c_{pr}$ vanishes unless $(p-r)q=G$. A linear term has $p-r=\pm1$ and needs $q=0$. A cubic term has $p-r=\pm1,\pm3$ and needs $q=0$ or $3q=G$. For $q=1/6$ and $1/2$ no odd $p-r$ qualifies, and $c$ is even. The program tests these statements on two levels, the mean Kohn-Sham potential and the mean occupied eigenvalue. At $q=1/3$, $u=0.02$ bohr their odd parts are $-3.25\times10^{-9}$ and $2.08\times10^{-8}$ Ha and fall by a factor near 8 when $u$ is halved. A level that is not smooth escapes the rule: if the highest occupied level is a degenerate pair coupled by $q$, the two-level result makes it move as $|u|$, which cancels at leading order in a central difference and enters the diagonal of a forward one, which for $q\neq0$ lies outside the block $(k+q,k)$.

At $q=0$ both slopes are predicted by linear response. The mean potential changes by the cell average of $dv$. In this model only exchange contributes, since the Hartree $K=0$ term is dropped and the ionic $K=0$ term does not depend on positions. The slope is $0.011350$ Ha/bohr by both routes. The mean occupied eigenvalue changes by the average diagonal $g$ of band 1, by the Hellmann-Feynman theorem applied to the trace over the band, and its slope is $-0.184899$ Ha/bohr by both routes. Diagonal couplings aligned to these two levels differ by $0.011350+0.184899=0.196$ Ha/bohr, which is more than half of the largest $|g|$ at $q=0$, $0.343$ Ha/bohr. Realigning the raw window to the mean potential shifts the diagonal by $-0.011351$ Ha/bohr on average and the off-diagonal elements by at most $1.2\times10^{-7}$ and $3.0\times10^{-8}$ Ha/bohr at $u=0.02$ and $0.01$ bohr, as tested.

A multiple of the identity scatters nothing, so at $q=0$ the off-diagonal elements and the differences of diagonal elements are free of convention, while the diagonal elements themselves are not. A comparison of the diagonal itself with linear response needs the same convention on both sides, here a dropped electrostatic $K=0$ term with the exchange average kept. Dropping that term also removes the macroscopic field, so $q=0$ need not be the limit $q\to0$, where the long-range term at $K=q$ is present. For $\xi=(0.6,-0.8)$ the intraband vertex of band 1 at $k=0$ grows as $1/q$, with moduli $0.83$, $1.67$ and $2.51$ Ha/bohr at $q=1/6$, $1/12$ and $1/18$, against $0.166$ at $q=0$ (values not printed). Metals, where the Fermi level moves at $q=0$, lie outside the fixed-occupation assumption.

## Phases

Projecting $H(u)|n(u)\rangle=\varepsilon_n(u)|n(u)\rangle$ on $\langle m|$ and subtracting $\langle m|H(0)=\varepsilon^0_m\langle m|$ gives the single-state identity
$$\langle m|H(u)-H(0)|n(u)\rangle=\big(\varepsilon_n(u)-\varepsilon^0_m\big)S_{mn}.$$
It needs no sum over states, but it carries the phase of $|n(u)\rangle$. Multiplying by $S^*_{nn}/|S_{nn}|$ makes $|n(u)\rangle\to|n\rangle$ as $u\to0$ if $n$ is non-degenerate, and then the left side is $uh_{mn}+O(u^2)$. For the main element at $u=0.001$ bohr the error is $0.205$ Ha/bohr without this factor and $5.05\times10^{-5}$ with it; at $0.002$ bohr it is $1.99\times10^{-4}$, and the ratio near 4 is tested.

The error coefficient is far larger than in the summed form: at $u=0.01$ bohr the errors are $3.51\times10^{-3}$ and $2.88\times10^{-6}$ Ha/bohr, or $2.4\times10^{-2}$ and $2.0\times10^{-5}$ of $|g|$. The left side contains the expansion of $|n(u)\rangle$, and normalisation alone gives $S_{nn}=1-\tfrac12u^2\sum_{j\neq n}|h_{jn}|^2/(\varepsilon^0_j-\varepsilon^0_n)^2+O(u^3)$, the general form of $\cos\theta$ at small $u$. The intraband coupling to $k+q$ is $|h|=0.50894/2=0.254$ Ha/bohr, and its denominator is less than the bandwidth $0.0436$ Ha, so the mixing angle at $u=0.01$ bohr exceeds $0.058$. This bound is loose: the denominator is $0.0096$ Ha and the overlap with the band-1 state at $k+q$ is about $0.23$. The normalisation term alone, $|g|(1-S_{nn})\approx7.7\times10^{-3}$ Ha/bohr, is about twice the error, so other terms of the same order cancel part of it (these values are not printed). That such intraband terms dominate the error, and that their higher orders explain why it grows by $17.6$ and not $25$ between $0.002$ and $0.01$ bohr, is a conjecture; the program does not separate the terms.

For degenerate states the single-state form fails. Time reversal makes $k$ and $-k$ degenerate, and they are coupled when $k+q=-k$ mod $G$, as for $k=q=1/3$. This is the two-level case $\Delta=0$ with $|w|=|g|/2$: weight $1/2$ and splitting $|g|u$. The program finds $|S|^2=0.4998$ and a splitting over $u$, averaged over $\pm0.005$ bohr, of $0.26492$ against $|g|=0.26499$ Ha/bohr, both tested. For such a degenerate pair the splitting gives $|g|$ at first order in $u$, though not its phase.

The reference states matter in every form. A supercell diagonalisation may return any mixture of $|nk\rangle$ and $|n,-k\rangle$, and then even $|h_{mn}|$ is not that of Bloch states: with random mixing the moduli deviate by up to $0.125$ Ha/bohr at $q=1/3$. Bloch states are recovered from the supercell alone. Since $T$ commutes with $H(0)$, the Hermitian matrix $H(0)+\mu(T-T^\dagger)/2i$ on a set of whole bands has eigenvalues $\varepsilon^0_{nk}+\mu\sin ka$. A small $\mu$ separates $k$ from $-k$, and unless two such values coincide by accident the eigenvectors are Bloch states, with $k$ read from $\langle T\rangle=e^{ika}$. After this unfolding the moduli agree with linear response to $1.0\times10^{-6}$ Ha/bohr at $u=0.005$ bohr. That is the step error expected from above: $8.18\times10^{-6}$, divided by 2 for $h=g/2$ and by 4 for the halved step.

One phase per reference state remains. Under $|nk\rangle\to e^{i\phi_{nk}}|nk\rangle$, $g\to e^{i(\phi_{nk}-\phi_{m,k+q})}g$. In a product around a closed loop each state appears once as a ket and once as a bra, and all phases cancel. For $q=1/3$ the loop $k=0\to1/3\to2/3\to0$ in band 1 gives $(8.3054+19.771\,i)\times10^{-3}$ (Ha/bohr)$^3$ from unfolded states with random phases and from linear response alike. To compare complex elements, each unfolded state is multiplied by the conjugate phase of its overlap with the primitive-cell state used in linear response. The largest deviation in $h$ falls from $0.275$ to $1.0\times10^{-6}$ Ha/bohr; the moduli, the loop and the fixed elements are all tested. If bands are degenerate at the same $k$, which does not occur among the bands tested here, a phase is not enough. With the overlap matrix $S_{ab}=\langle a|b\rangle$ between primitive-cell states $a$ and unfolded states $b$ of the multiplet, and $S=L\Sigma R^\dagger$, the row of unfolded states is then multiplied from the right by $(LR^\dagger)^\dagger=RL^\dagger$, which generalises the conjugate phase.

## Computed values

```
a=5.0 A=20.0 sigma=0.6 tau=[0.0, 2.0] (bohr units); Z=[1.0, 1.0]; wells=[1.5, 0.5] Ha
Ecut=32.0 Ha, N=6, plane waves 77, grid 192, window 18 states
band 1: -1.01458 to -0.97103 Ha
band 2: -0.43849 to -0.14845 Ha
band 3: 0.14156 to 0.95184 Ha
band 4: 0.98519 to 2.32731 Ha
translation: LR vs commutator 7.6e-14 Ha/bohr; max step coefficient FD 0.17830, H3/6 0.17833 Ha/bohr^3
q=1/6: 0.20944 1/bohr; eps_n=-1.01458, eps_m=-0.25871 Ha
interband g bare 0.127494-0.208415j, screened 0.064108-0.129118j Ha/bohr
|g| interband bare 0.24432, screened 0.14416 Ha/bohr
|g| intraband bare 0.82618, screened 0.50894 Ha/bohr
M_mn(+0.01)=0.0003205-0.0006456j, M_mn(-0.01)=-0.0003205+0.0006456j Ha
u=0.04 bohr: g=0.064098-0.129073j; max err full/raw/sym/lowdin 9.82e-05 9.93e-05 9.89e-05 9.63e-05
u=0.02 bohr: g=0.064105-0.129107j; max err full/raw/sym/lowdin 2.46e-05 2.48e-05 2.47e-05 2.41e-05
u=0.01 bohr: g=0.064107-0.129115j; max err full/raw/sym/lowdin 6.14e-06 6.21e-06 6.18e-06 6.02e-06
q6 F=2: max|g| 0.51507, err(0.01) 6.14e-06, Richardson 6.5e-10 Ha/bohr
q3 F=2: max|g| 0.28800, err(0.01) 8.18e-06, Richardson 3.2e-10 Ha/bohr
q2 F=1: max|g| 0.35484, err(0.01) 9.81e-06, Richardson 3.2e-10 Ha/bohr
q0 F=1: max|g| 0.34284, err(0.01) 7.20e-06, Richardson 1.2e-09 Ha/bohr
q3 forward err u=0.01, 0.005: 1.306e-03 6.533e-04 Ha/bohr
q0 forward err u=0.01, 0.005: 2.316e-03 1.160e-03 Ha/bohr
M=20000.0 m_e, omega=0.002 Ha: length 0.11180 bohr
|g| bare: 0.027316 Ha = 743.30 meV
|g| screened LR: 0.016117 Ha = 438.57 meV
|g| FD u=0.01: 0.016117 Ha = 438.56 meV
window u^2 term raw: max FD 0.026011, LR 0.026011 Ha/bohr^2
window u^2 term sym: max FD 0.041830, LR 0.041830 Ha/bohr^2
window u^2 term lowdin: max FD 0.041830, LR 0.041830 Ha/bohr^2
energy zero +10 Ha, raw window change u=0.02, 0.01: 7.44e-05 1.86e-05 Ha/bohr
eta=1e-05 Ha, u=0.1: iterations 23, err 6.26e-04, bound B/u 5.50e-04 Ha/bohr
eta=1e-05 Ha, u=0.01: iterations 15, err 6.94e-04, bound B/u 5.50e-03 Ha/bohr
eta=1e-05 Ha, u=0.001: iterations 10, err 4.10e-03, bound B/u 5.50e-02 Ha/bohr
eta=1e-05 Ha, u=0.0001: iterations 5, err 5.06e-02, bound B/u 5.50e-01 Ha/bohr
eta=1e-05 Ha, u=1e-06: iterations 0, err 7.12e-01, bound B/u 5.50e+01 Ha/bohr
B=5.496e-05 Ha, C=0.0614 Ha/bohr^3, u*=0.0765 bohr
mean V: q0 slope FD 0.011350, LR 0.011350 Ha/bohr; q3 odd part(0.02) -3.25e-09 Ha
mean occ: q0 slope FD -0.184899, LR -0.184899 Ha/bohr; q3 odd part(0.02) 2.08e-08 Ha
q0 realigned to mean V: diag shift -0.011351, offdiag 1.2e-07 3.0e-08 Ha/bohr
single-state err u=0.01, 0.002, 0.001: 3.51e-03 1.99e-04 5.05e-05 Ha/bohr
unfixed phases u=0.001: 2.05e-01; projector u=0.01: 2.88e-06 Ha/bohr
degenerate pair: max|S|^2 0.4998, splitting/u 0.26492, |g| LR 0.26499 Ha/bohr
h errors: mixed |h| 1.25e-01, unfolded |h| 1.0e-06 Ha/bohr
complex h error: unfixed 2.75e-01, fixed 1.0e-06 Ha/bohr
loop product FD 8.3054e-03+1.9771e-02j, LR 8.3054e-03+1.9771e-02j (Ha/bohr)^3
```
